\section*{Parameter derivatives of the nonlocal pseudopotential energy for the linear method, part 2}

Hartree atomic units are used. The problem is the derivative of the nonlocal local energy with respect to the parameters $p_k$ of a real trial function $\Psi(R,p)$, $R=(\mathbf r_1,\dots,\mathbf r_N)$. Here $\Psi_k=\partial_k\Psi$, $g_k=\Psi_k/\Psi$, and $v_l^I$, independent of $p$, is the channel potential of centre $I$ minus the local one:
\begin{equation}
\frac{V_{\rm NL}\Psi}{\Psi}=\sum_{i,I,l}(2l+1)\,v_l^I(r_{iI})\int\frac{d\Omega'}{4\pi}\,P_l(\hat{\mathbf r}_{iI}\cdot\mathbf n')\,\frac{\Psi(R')}{\Psi(R)} .
\label{exact}
\end{equation}
A rule with unit vectors $\mathbf n_q$ and weights $\sum_qw_q=1$ gives
\begin{align}
E_{\rm NL}(R,p)&=\sum_q c_q\rho_q,\qquad \rho_q=\frac{\Psi(R_q)}{\Psi(R)},\label{enl}\\
c_q&=w_q\sum_l(2l+1)\,v_l^I(r_{iI})\,P_l(\cos\theta_q),\qquad \cos\theta_q=\hat{\mathbf r}_{iI}\cdot\mathbf n_q .\label{cq}
\end{align}
$R_q$ has $\mathbf r_i$ replaced by $\mathbf r'=\mathbf R_I+r_{iI}\mathbf n_q$. With $(\tilde Vf)(R)=\sum_qc_qf(R_q)$,
\begin{equation}
\partial_kE_{\rm NL}=\sum_qc_q\,\rho_q\,\big[g_k(R_q)-g_k(R)\big].
\label{main}
\end{equation}
\begin{equation}
\partial_kE_{\rm NL}+g_kE_{\rm NL}=\sum_qc_q\frac{\Psi_k(R_q)}{\Psi(R)}=\frac{\tilde V\Psi_k}{\Psi},
\label{vpsik}
\end{equation}
provided both left-hand terms use the same points. For determinants times $e^J$, $\rho=\rho^De^{\Delta J}$ and
\begin{equation}
\partial_k\rho=e^{\Delta J}\big(\partial_k\rho^D+\rho^D\,\partial_k\Delta J\big),\qquad \partial_kE_{\rm NL}=\sum_qc_q\,\partial_k\rho_q .
\label{fast}
\end{equation}
For $\phi_n\to\phi_n+\kappa\chi$, with $A_{ij}=\phi_j(\mathbf r_i)$, $B=A^{-1}$, $x_i=\chi(\mathbf r_i)$, $\phi'_j=\phi_j(\mathbf r')$,
\begin{equation}
\partial_\kappa\rho^D=B_{ni}\big[\chi(\mathbf r')-\phi'^{T}Bx\big].
\label{kap}
\end{equation}

The linear method solves $Ha=ESa$ in the basis $\bar\Psi_0=\Psi$, $\bar\Psi_k=\Psi_k-\langle g_k\rangle\Psi$, with $\bar g_i=\bar\Psi_i/\Psi$, $S_{ij}=\langle\bar g_i\bar g_j\rangle$, $H_{ij}=\langle\bar g_i\,H\bar\Psi_j/\Psi\rangle$ and sample averages $\langle\cdot\rangle$. For $k\ge1$, $H\bar\Psi_k/\Psi=\partial_kE_L+\bar g_kE_L$, where $E_L=H\Psi/\Psi$.

A rule of degree $L$ suffices for a function with harmonics up to $\lambda$ if $l_{\max}+\lambda\le L$; the octahedron has $L=3$, the icosahedron $L=5$. Averaging over uniform random rotations makes (\ref{enl}) and (\ref{main}) exact for any rule.

The oscillator model uses constant $(v_0,v_1,v_2)=(2,-1,0.5)$ Ha and $f_3=3z^2-r^2$. For $\Psi=e^{-r^2/2}$, $\Psi_3=f_3\Psi$, at $\mathbf r=(0.3,0.2,0.9)$ bohr, $\partial_3E_{\rm NL}$ is $-2.235$ (exact and icosahedron) or $-1.1175$ (octahedron). The separate Gaussian test has $\Psi=e^{-|\mathbf r-d\hat{\mathbf z}|^2/2}$, $d=1$ bohr, and potentials $v_le^{-r^2}$.

\section{Zero variance on a finite sample}

Suppose the span of the basis is invariant, $H\bar\Psi_j=\sum_m\bar\Psi_mM_{mj}$ at every $R$. Dividing by $\Psi$, multiplying by $\bar g_i$ and averaging gives $H_{ij}=\sum_mS_{im}M_{mj}$ for any sample and any sampling density. If $S$ is invertible, $Ha=ESa$ becomes $Ma=Ea$, with eigenvalues that carry no noise. The argument uses the columns $H\bar\Psi_j/\Psi$ as they stand, so it does not apply to a symmetrised matrix, to a matrix without $\partial_jE_{\rm NL}$, or to a column on which the rule is insufficient.

The model is $H=-\frac12\nabla^2+\frac12r^2+V_{\rm NL}$ with the constant $v_l$ above and $\Psi=(1+p_1z+p_2(r^2-\frac32)+p_3f_3)G$, $G=e^{-r^2/2}$. From $\nabla G=-\mathbf rG$ and $\nabla^2G=(r^2-3)G$,
\begin{equation}
\big(-\tfrac12\nabla^2+\tfrac12r^2\big)(fG)=G\big(-\tfrac12\nabla^2f+\mathbf r\cdot\nabla f+\tfrac32f\big).
\end{equation}
This is $\frac32f$ for $f=1$, $\frac52f$ for $z$, $-3+2r^2+\frac32(r^2-\frac32)=\frac72f$ for $r^2-\frac32$, and $\frac72f$ for the harmonic $f_3$. Adding $v_0,v_1,v_0,v_2$ gives $3.5$, $1.5$, $5.5$ and $4.0$ Ha. With $p=(0.3,0.2,0.1)$, 30 points drawn from the density $\propto e^{-r^2/2}$ (not from $\Psi^2$, which the argument does not require) and one random rotation per point, the icosahedron reproduces all four to $4\times10^{-15}$ Ha. Dropping $\partial_jE_{\rm NL}$ moves the lowest root to $3.389$ Ha, and symmetrising $H$ moves it to $1.234$ Ha, below the true lowest level. Both numbers belong to this sample and this density. The direction of the second shift is general: if $Ha=E_{\min}Sa$, then $a^T\frac12(H+H^T)a=a^THa=E_{\min}a^TSa$, so the lowest root of the symmetrised problem cannot exceed $E_{\min}$. Its size is not finite-sample noise alone, since $H$ becomes symmetric in the limit of an infinite sample for the density $\Psi^2$ but in general not for another density. The octahedron gives $1.5$, $3.5$, $4.082$ and $5.5$ Ha. One root alone is wrong because $G$, $zG$ and $(r^2-\frac32)G$ need degree at most $2+1=3$, so each satisfies its eigenvalue equation at every sample point and remains an eigenvector of the sample problem.

\section{Behaviour near a node of the sampled configuration}

Let $R$ lie at distance $\delta$ from a simple node, $\Psi\propto\delta$, with $\Psi_k$ and $\tilde V\Psi$ nonzero there. Then $g_k\sim\delta^{-1}$, $E_{\rm NL}\sim\delta^{-1}$, and
\begin{equation}
\partial_kE_{\rm NL}=\frac{\tilde V\Psi_k}{\Psi}-\frac{\Psi_k\,\tilde V\Psi}{\Psi^2}\sim\delta^{-2},\qquad \partial_kE_{\rm NL}+g_kE_{\rm NL}\sim\delta^{-1}.
\end{equation}
If the derivative uses orientation 1 and the energy orientation 2, the sum acquires $\Psi_k(\tilde V_2\Psi-\tilde V_1\Psi)/\Psi^2\sim\delta^{-2}$ wherever the two orientations disagree on the node. In the oscillator model with $p=(1,0,-0.2)$, approaching the node at $z=-0.7816$ bohr along a line parallel to $z$ with rotated octahedra, the measured exponents for $p_2$ are $-2.000$, $-1.000$ and $-2.000$.

The sampling weight is $\delta^2$, so an estimator $\delta^{-s}$ has a finite absolute mean for $s<3$ and a finite variance for $s<\frac32$. With common points the nonlocal estimator of $H_{0j}$ has $s=1$, and those of $H_{i0}$ and $H_{ij}$ have $s=2$: finite mean, divergent variance. With mixed orientations $H_{ij}$ has $s=3$, and its absolute mean diverges logarithmically. An implementation should therefore use the same rotated points for the energy and its derivatives (the rotation may differ between electrons, since (\ref{vpsik}) holds term by term), accumulate $E_{\rm NL}$ and all $\partial_kE_{\rm NL}$ in the same loop over points through (\ref{fast}), and leave $H$ unsymmetrised.

\section{Worked example: strontium atom}

The orbitals are restricted Hartree--Fock orbitals in the def2-SVP basis with its 28-electron-core scalar-relativistic potential (ten electrons, $l=0,1,2$, no spin--orbit term), $E=-30.338782$ Ha. The kernel (\ref{exact}), integrated over radius and angles, agrees with library integrals for the occupied orbitals and $\chi$, and both give $\langle V_{\rm NL}\rangle=5.580608$ Ha for the bare determinant; this tests the weight convention and the factor $2l+1$ for $l=0,1$. These orbitals are of $s$ and $p$ type, so the $l=2$ channel does not contribute; its factor is tested by the $4.0$ Ha level and the value $-2.235$ of the oscillator model. The trial function has
\begin{equation}
J=\sum_{i<j}\frac{a_{ij}r_{ij}}{1+br_{ij}}+c\sum_ie^{-r_i^2}+c'\sum_ie^{-|\mathbf r_i-\mathbf D|^2},
\end{equation}
with $a_{ij}=\frac12$ for opposite and $\frac14$ for equal spins, and $5s\to5s+\kappa\chi$ for both spins, $\chi$ being the normalised lowest virtual $p_z$ orbital with its sign fixed by $\langle 5s|z|\chi\rangle>0$. The values $b=1$ bohr$^{-1}$, $c=0.2$, $c'=0.1$, $\kappa=0.1$, $\mathbf D=(0,0,1.5)$ bohr are chosen and not optimised; the $c'$ term imitates a term on a neighbouring centre. The ten positions and the twelve unrotated icosahedral points are listed in the numerical output. The results refer to this one configuration and are not observables of the atom. They also belong to this basis, and the digits shown are not converged with respect to it. With def2-QZVP orbitals and the same potential, $E$ falls by $0.0084$ Ha and $\langle V_{\rm NL}\rangle$ by $0.030$ Ha, the twelve-point $E_{\rm NL}$ rises by $0.0003$ Ha, $\partial_bE_{\rm NL}$ by $7\%$ and $\partial_{c'}E_{\rm NL}$ by $0.5\%$, and the dense-grid $\partial_\kappa E_{\rm NL}$ goes from $0.000016$ to $0.000025$, the virtual orbital $\chi$ itself changing with the basis.

Electron 1 sits at $(0.9,0.2,0.3)$ bohr, $r=0.9695$ bohr, where $v_0,v_1,v_2=0.92295,\,1.10175,\,1.39601$ Ha. Point 5 has $\cos\theta=0.95232$, so $P_2=(3\cdot0.90691-1)/2=0.86037$ and
\begin{equation}
c_5=\frac{0.92295+3(1.10175)(0.95232)+5(1.39601)(0.86037)}{12}=\frac{10.0760}{12}=0.8397\ {\rm Ha}.
\end{equation}
With $\rho_5=0.92249$ and $\Delta g_b=g_b(R_q)-g_b(R)=0.02583$ bohr, $c_5\rho_5=0.77458$ Ha and the term of (\ref{main}) is $0.02001$ Ha bohr. All twelve points give:
\begin{center}
\begin{tabular}{rrrr}
$q$ & $c_q\rho_q$ (Ha) & $\Delta g_b$ (bohr) & product\\
1 & 0.00320 & 0.10873 & 0.00035\\
2 & $-0.02374$ & 0.15689 & $-0.00373$\\
3 & $-0.02941$ & 0.14875 & $-0.00437$\\
4 & 0.00726 & 0.09182 & 0.00067\\
5 & 0.77458 & 0.02583 & 0.02001\\
6 & 0.01683 & 0.12385 & 0.00208\\
7 & 0.22719 & 0.01836 & 0.00417\\
8 & $-0.15902$ & 0.14150 & $-0.02250$\\
9 & 0.24722 & 0.03532 & 0.00873\\
10 & $-0.01735$ & 0.09498 & $-0.00165$\\
11 & 0.02206 & 0.12331 & 0.00272\\
12 & 0.00427 & 0.11191 & 0.00048
\end{tabular}
\end{center}
The columns sum to $1.0731$ Ha and $0.00696$ Ha bohr. Point 5, nearest the electron, supplies $72\%$ of the energy sum but has the second smallest difference. $\Delta g$ vanishes at $\mathbf r'=\mathbf r_i$, yet the more distant point 7 has a smaller value, so distance alone does not order the column. The derivative is the remainder of terms of both signs up to about three times its size.

Over all electrons $E_{\rm NL}=4.28294$ Ha $=116.54$ eV, and in atomic units
\begin{equation}
\partial_bE_{\rm NL}=0.001648,\quad\partial_cE_{\rm NL}=0,\quad\partial_{c'}E_{\rm NL}=0.086549,\quad\partial_\kappa E_{\rm NL}=0.000029 .
\end{equation}
Equation (\ref{main}), the update form (\ref{fast}) and finite differences of (\ref{enl}) with $\Psi$ rebuilt from scratch agree to the eight decimals printed. Equation (\ref{vpsik}) gives $0.001648+(-8.261666)(4.282942)=-35.38259$ for $b$ and $0+(2.223190)(4.282942)=9.52179$ for $c$, both matching finite differences of $\Psi(R_q)$. For $b$, at this configuration and orientation, the derivative is $5\times10^{-5}$ of $|\tilde V\Psi_b/\Psi|$, so recovering it by subtracting $g_bE_{\rm NL}$ cancels about four leading digits. The sum (\ref{main}) also cancels, since single terms of electron 1 reach $0.0225$ against the total $0.0016$; the rounding errors of the two routes were not compared.

The $\kappa$ derivative is small. The two outer electrons lie beyond the range of the $v_l$, and their energy contributions are zero to five decimals. Electron 1 alone gives $0.00044$, so the total also involves cancellation among the inner electrons. That the factor $B_{ni}$ in (\ref{kap}) is small for inner electrons and the diffuse orbital is a conjecture, not tested here. The largest $\Delta g_\kappa$ of electron 1, $0.214$, occurs at point 4, which has the smallest $|\rho|$, $0.037$, and also the largest $|\partial_\kappa\rho_q|=|\rho_q\Delta g_\kappa|=0.0079$, so numerator and denominator of $\Delta g_\kappa=\partial_\kappa\rho_q/\rho_q$ both contribute. At one point of the displaced node of electron 1 (the value changes along the node), $|\rho|=2\times10^{-15}$, (\ref{fast}) gives $\partial_\kappa\rho=7.136\times10^{-5}$, equal to the finite difference; at a nearby point $(1.064\times10^{-5})(6.712)=7.14\times10^{-5}$.

The rule has no sufficient degree for this $\Psi$. A 7200-point product grid, itself a finite rule whose convergence was not tested separately, gives $E_{\rm NL}=4.2539$ Ha, $\partial_b=0.0200$, $\partial_{c'}=0.0966$ and $\partial_\kappa=0.000016$. The means over 400 random rotations, one shared by all electrons per draw, are $4.2538(14)$, $0.0199(7)$, $0.0956(6)$ and $0.000020(4)$; the largest deviation is $1.8$ standard errors, for $c'$, and the test requires fewer than four. With this shared rotation the spread per draw is $0.028$ Ha for the energy, $0.7\%$ of the dense value, but $0.0148$ for $\partial_b$, $74\%$ of its dense value, and for $\partial_\kappa$ it exceeds the dense value fourfold. The unrotated $\partial_b=0.0016$ lies $1.2$ spreads below $0.0200$. It is the correct derivative of the twelve-point estimator and a factor of twelve away from the dense result, so in this configuration a rule adequate for the energy at the percent level leaves the single-orientation $\partial_b$ and $\partial_\kappa$ with errors comparable to or larger than their dense values. For $\partial_{c'}$ the spread, $0.0119$, is $12\%$ of its dense value, and $\partial_c$ is zero at every orientation. These spreads belong to a rotation shared by all electrons; independent rotations per electron remove the correlations between the terms of different electrons and change the spreads in both directions, to about $0.4\%$ of the dense value for the energy, $39\%$ for $\partial_b$, $36\%$ for $\partial_{c'}$ and eleven times the dense value for $\partial_\kappa$, so the contrast between $\partial_b$ and $\partial_{c'}$ above is a property of the shared rotation.

\section*{Calculated quantities}
\begin{verbatim}
Sr RHF/def2-SVP, core electrons 28: E = -30.338782 Ha, eps(5s) = -0.18097 Ha, eps(chi) = 0.03012 Ha
v_0 = sum A r^n exp(-a r^2), (n, a/bohr^-2, A/Ha): [(0, 7.4001, 135.4794), (0, 3.6064, 17.5345), (0, 4.634, 15.806)]
v_1 = sum A r^n exp(-a r^2), (n, a/bohr^-2, A/Ha): [(0, 6.4849, 88.3597), (0, 3.2881, 15.3944), (0, 4.634, 15.806)]
v_2 = sum A r^n exp(-a r^2), (n, a/bohr^-2, A/Ha): [(0, 4.6228, 29.889), (0, 2.2469, 6.6594), (0, 4.634, 15.806)]
RHF <V_NL>: kernel 5.5806080 Ha, integrals 5.5806080 Ha
up electrons 1-5 (bohr): [[0.9, 0.2, 0.3], [-0.4, 1.1, -0.2], [-0.3, -0.6, 1.0], [0.1, -0.5, -1.2], [2.5, -2.0, 1.5]]
down electrons 6-10 (bohr): [[-0.8, -0.3, -0.2], [0.5, -0.9, 0.4], [0.2, 0.7, -0.9], [-0.2, 0.4, 1.3], [-2.0, 2.5, -2.0]]
b (1/bohr), c, c', kappa = [1.0, 0.2, 0.1, 0.1]  D (bohr) = [0.0, 0.0, 1.5]
electron 1: r = 0.969536 bohr, v_l (Ha) = 0.922953 1.101751 1.396009
q  n_q | cos  c_q(Ha)  rho  dg_b(bohr)  dg_c'  dg_kappa
1 0.000 0.526 0.851 | 0.37166 0.00897 0.35727 0.10873 0.38754 0.00468
2 0.000 0.526 -0.851 | -0.15476 -0.23565 0.10076 0.15689 -0.09780 -0.05514
3 0.000 -0.526 0.851 | 0.15476 -0.15040 0.19553 0.14875 0.38754 -0.00126
4 0.000 -0.526 -0.851 | -0.37166 -0.19577 -0.03706 0.09182 -0.09780 0.21423
5 0.851 0.000 0.526 | 0.95232 0.83966 0.92249 0.02583 0.08871 0.00059
6 -0.851 0.000 0.526 | -0.62697 -0.04364 -0.38570 0.12385 0.08871 0.00537
7 0.851 0.000 -0.526 | 0.62697 0.30174 0.75294 0.01836 -0.09234 -0.00615
8 -0.851 0.000 -0.526 | -0.95232 0.31505 -0.50475 0.14150 -0.09234 0.01287
9 0.526 0.851 0.000 | 0.66350 0.35294 0.70047 0.03532 -0.06009 -0.00132
10 0.526 -0.851 0.000 | 0.31255 -0.04260 0.40722 0.09498 -0.06009 -0.00940
11 -0.526 0.851 0.000 | -0.31255 -0.21478 -0.10269 0.12331 -0.06009 0.02338
12 -0.526 -0.851 0.000 | -0.66350 -0.01257 -0.33935 0.11191 -0.06009 0.01594
electron 1 sums E, d_b, d_c', d_kappa (a.u.): 1.073078 0.006956 0.039974 0.000440
E_NL per electron (Ha): 1.07308 0.17407 0.15042 0.06267 -0.00000 2.21332 0.35168 0.22244 0.03525 -0.00000
E_NL = 4.282942 Ha = 116.5448 eV
dE/db (a.u.): formula 0.00164794 fast 0.00164794 fin.diff 0.00164794
dE/dc (a.u.): formula -0.00000000 fast -0.00000000 fin.diff 0.00000000
dE/dc' (a.u.): formula 0.08654925 fast 0.08654925 fin.diff 0.08654925
dE/dkappa (a.u.): formula 0.00002905 fast 0.00002905 fin.diff 0.00002905
g_k(R) (a.u.): -8.261666 2.223190 1.531113 -0.228079
V Psi_k/Psi (a.u.): formula -35.382585 9.521793 6.644217 -0.976822 | fin.diff -35.382585 9.521793 6.644217 -0.976822
order E, d_b, d_c', d_kappa (a.u.); dense 7200-point grid: 4.253866 0.019988 0.096635 0.000016
mean of 400 rotations: 4.253823 0.019926 0.095585 0.000020 | std err 0.001417 0.000739 0.000597 0.000004
spread per rotation: 0.028331 0.014778 0.011932 0.000071
displaced node, electron 1: |rho| = 2e-15, d_kappa rho = 0.00007136, fin.diff 0.00007136
  nearby point: rho = 1.064e-05, dg_kappa = 6.712e+00, product 0.000071
model v_0, v_1, v_2 (Ha): [2.0, -1.0, 0.5]
oscillator p = [0.3, 0.2, 0.1] , 30 samples; n+3/2+v_l (Ha): 1.500000 3.500000 4.000000 5.500000
  icosahedron: Re eig (Ha) 1.500000 3.500000 4.000000 5.500000, max error 4.0e-15
  no dE_NL: Re eig (Ha) 3.389078 4.751343 5.677149 6.231294, max error 1.9e+00
  symmetrised H: Re eig (Ha) 1.233765 3.590347 3.991605 5.684282, max error 2.7e-01
  octahedron: Re eig (Ha) 1.500000 3.500000 4.081848 5.500000, max error 8.2e-02
pure s at r = [0.3, 0.2, 0.9] bohr: E_NL octa 2.000000 Ha; dE/dp3 exact -2.235000 ico -2.235000 octa -1.117500
node p = [1.0, 0.0, -0.2], z = -0.781625 bohr; exponents dE, dE+gE same grid, mixed grids: -2.000 -1.000 -2.000
Gaussian d = 1 bohr: <E_NL> dense 0.297238 Ha, fixed octahedron 0.298247 Ha
<dE_NL/dd> (Ha/bohr): dense 2.1e-16, fixed octahedron 0.000312
d<V_NL>/dd (Ha/bohr): 2<gbar E_NL> -0.50990659, fin.diff -0.50990659, octahedron 2<gbar E_NL> -0.50740341
\end{verbatim}
